**Porosity of an oxide film from the Lorentz-Lorenz relation**

The program evaluates p = 1 - y(n)/y(n_d), with y(n) = (n² - 1)/(n² + 2), where p is the empty volume fraction, n the film index and n_d the dense index. For n = 1.90 and n_d = 2.00 it finds p = 6.95 %. It asserts that a direct dipole sum in a film reproduces the Lorentz factor 4π/3, and that a lattice stretched to the lower density has index 1.90. Coupled-dipole calculations with randomly missing sites assert that the relation under-reads the true empty fraction: 7.03 % is read as 5.68 %. For one spherical pore per cell, empty or water-filled, the dipole permittivities agree with the Maxwell Garnett formula within 0.07 and 0.03. The test of a columnar pore is weaker: across the column the dipole value is 3.348 and the continuum formula gives 3.421, just inside the tolerance of 0.08, for a pore only a few sites wide. The output also lists the porosity for other pore shapes, water filling, index errors and a changed polarizability.

## Verification by program

```python
"""Porosity of an oxide film from its refractive index.
Result under test: p = 1 - y(n_film)/y(n_dense), y(n) = (n^2-1)/(n^2+2).
p: empty volume fraction; n: refractive index; eps = n^2: permittivity.
Assumptions: transparent film, empty pores, unchanged polarizability of
the oxide units, and the mean Lorentz local field at every unit.
Coupled-dipole calculations use lattice spacing = 1 and polarizability
as a volume. They test the local field and the effect of pore geometry.
"""
import numpy as np

n_film, n_dense, n_water = 1.90, 2.00, 1.33
wavelength_nm, pore_radius_nm = 550.0, 1.0
eps_film, eps_dense, eps_water = n_film**2, n_dense**2, n_water**2


def ratio(eps):
    return (eps - 1) / (eps + 2)


def porosity(n, nd):
    return 1 - ratio(n**2) / ratio(nd**2)


y_film, y_dense, y_water = map(ratio, (eps_film, eps_dense, eps_water))
p_ll = porosity(n_film, n_dense)

# Local field in a film polarized in its plane: direct sum over planes.
# The part of each plane outside the disc is integrated as a continuum.
R = 200
u = np.arange(-R, R + 1)
X, Y = np.meshgrid(u, u, indexing="ij")
disc = X**2 + Y**2 <= R**2
lorentz_sum = 0.0
for z in range(-4, 5):
    r2 = (X**2 + Y**2 + z**2).astype(float)
    use = disc & (r2 > 0)
    lorentz_sum += np.sum((3 * X[use]**2 - r2[use]) / r2[use]**2.5)
    lorentz_sum += np.pi * R**2 / (R**2 + z**2)**1.5
assert abs(lorentz_sum - 4 * np.pi / 3) < 1e-4

# Forward check: fix polarizability from the dense film, then lower the
# density by stretching the lattice and use the summed local field.
chi_dense = (eps_dense - 1) / (4 * np.pi)
alpha_oxide = chi_dense / (1 + lorentz_sum * chi_dense)
density = 1 - p_ll
chi = density * alpha_oxide / (1 - lorentz_sum * density * alpha_oxide)
n_forward = np.sqrt(1 + 4 * np.pi * chi)
assert abs(n_forward - n_film) < 1e-4


def dipole_kernel(L):
    """Periodic dipole fields with a smooth spherical cutoff."""
    rho, M = 22.0, 44
    ax = np.arange(-M, M + 1)
    c = np.meshgrid(ax, ax, ax, indexing="ij")
    r2 = (c[0]**2 + c[1]**2 + c[2]**2).astype(float)
    r2[M, M, M] = 1.0
    weight = np.exp(-(r2 / rho**2)**2) / r2**2.5
    weight[M, M, M] = 0.0
    index = (((c[0] % L) * L + c[1] % L) * L + c[2] % L).ravel()
    K = np.empty((3, 3, L**3))
    for a in range(3):
        for b in range(a, 3):
            field = (3 * c[a] * c[b] - (a == b) * r2) * weight
            K[a, b] = np.bincount(index, field.ravel(), minlength=L**3)
            K[b, a] = K[a, b]
    return K


def lattice_tensor(L):
    K = dipole_kernel(L)
    s = np.indices((L, L, L)).reshape(3, -1)
    d = (s[:, :, None] - s[:, None, :]) % L
    index = (d[0] * L + d[1]) * L + d[2]
    T = K[:, :, index].transpose(2, 0, 3, 1).reshape(3 * L**3, 3 * L**3)
    return T, s - L // 2


def solve_permittivity(alpha, T):
    """Diagonal permittivities from all mutually coupled dipoles."""
    a3 = np.repeat(alpha, 3)
    A = -a3[:, None] * T
    A[np.diag_indices_from(A)] += 1
    rhs = a3[:, None] * np.tile(np.eye(3), (len(alpha), 1))
    dip = np.linalg.solve(A, rhs).reshape(len(alpha), 3, 3)
    y = 4 * np.pi / 3 * np.diag(dip.mean(axis=0))
    return (1 + 2 * y) / (1 - y)


def pore_mix(p, eps_in, dim):
    """Separate spheres (dim=3), or cylinders across the field (dim=2)."""
    b = (eps_in - eps_dense) / (eps_in + (dim - 1) * eps_dense)
    return eps_dense * (1 + (dim - 1) * p * b) / (1 - p * b)


def pore_fraction(eps_in, dim):
    b = (eps_in - eps_dense) / (eps_in + (dim - 1) * eps_dense)
    return (eps_film - eps_dense) / (eps_film + (dim - 1) * eps_dense) / b


alpha_dense = 3 * y_dense / (4 * np.pi)
alpha_water = 3 * y_water / (4 * np.pi)

# Randomly missing units: compare true and inferred empty fractions.
rng = np.random.default_rng(12)
T8, _ = lattice_tensor(8)
true_random, read_random, error_random = [], [], []
for missing in (36, 50):
    readings = []
    for _ in range(4):
        alpha = np.full(512, alpha_dense)
        alpha[rng.choice(512, missing, replace=False)] = 0
        y_mean = np.mean(ratio(solve_permittivity(alpha, T8)))
        readings.append(1 - y_mean / y_dense)
    p_true = missing / 512
    p_read = np.mean(readings)
    p_err = np.std(readings, ddof=1) / 2
    p_sphere_read = 1 - ratio(pore_mix(p_true, 1, 3)) / y_dense
    assert p_sphere_read < p_read < p_true - 3 * p_err
    true_random.append(p_true)
    read_random.append(p_read)
    error_random.append(p_err)
slope = (true_random[1] - true_random[0]) / (read_random[1] - read_random[0])
p_random = true_random[0] + slope * (p_ll - read_random[0])
del T8

# One larger pore per cell. Tolerances allow for pores only a few sites
# wide, but remain smaller than the difference from Lorentz-Lorenz.
T10, site = lattice_tensor(10)
sphere = np.sum(site**2, axis=0) <= 8
column = site[0]**2 + site[1]**2 <= 4
f_sphere, f_column = sphere.mean(), column.mean()
eps_empty = np.mean(solve_permittivity(np.where(sphere, 0, alpha_dense), T10))
eps_wet = np.mean(solve_permittivity(
    np.where(sphere, alpha_water, alpha_dense), T10))
eps_col = solve_permittivity(np.where(column, 0, alpha_dense), T10)
empty_formula = pore_mix(f_sphere, 1, 3)
wet_formula = pore_mix(f_sphere, eps_water, 3)
perp_formula = pore_mix(f_column, 1, 2)
par_formula = (1 - f_column) * eps_dense + f_column
assert abs(eps_empty - empty_formula) < 0.07
assert abs(eps_wet - wet_formula) < 0.03
assert abs(np.mean(eps_col[:2]) - perp_formula) < 0.08
assert abs(eps_col[2] - par_formula) < 0.08
assert eps_col[2] > np.mean(eps_col[:2])

# Sizes of neglected effects for the film in the example.
p_sphere = pore_fraction(1, 3)
p_column = pore_fraction(1, 2)
p_parallel = (eps_dense - eps_film) / (eps_dense - 1)
p_wet_ll = (y_dense - y_film) / (y_dense - y_water)
p_wet_sphere = pore_fraction(eps_water, 3)
n_along = np.sqrt((1 - p_column) * eps_dense + p_column)
p_alpha = 1 - y_film / (1.01 * y_dense)
size_parameter = 2 * np.pi * n_dense * pore_radius_nm / wavelength_nm


def show(label, value, digits=4, unit="(no unit)"):
    print(f"{label}: {value:.{digits}f} {unit}")


show("film index", n_film, 2)
show("dense index", n_dense, 2)
show("film permittivity", eps_film, 2)
show("dense permittivity", eps_dense, 2)
show("film Lorentz-Lorenz ratio", y_film, 5)
show("dense Lorentz-Lorenz ratio", y_dense, 5)
show("relative density", 1 - p_ll, 5)
show("Lorentz-Lorenz porosity", 100 * p_ll, 2, "%")
show("linear-index porosity", 100 * (n_dense-n_film)/(n_dense-1), 2, "%")
show("summed local-field factor", lorentz_sum, 6)
show("4 pi / 3", 4 * np.pi / 3, 6)
show("index recovered from stretched lattice", n_forward, 5)
for i in range(2):
    show(f"random test {i+1}, true empty fraction", 100*true_random[i], 2, "%")
    show(f"random test {i+1}, inferred fraction", 100*read_random[i], 2, "%")
    show(f"random test {i+1}, standard error", 100*error_random[i], 3, "%")
show("random-site porosity for the film", 100 * p_random, 1, "%")
show("sphere test, pore fraction", 100 * f_sphere, 1, "%")
show("empty sphere, dipole permittivity", eps_empty, 3)
show("empty sphere, formula permittivity", empty_formula, 3)
show("wet sphere, dipole permittivity", eps_wet, 3)
show("wet sphere, formula permittivity", wet_formula, 3)
show("column test, pore fraction", 100 * f_column, 1, "%")
show("across column, dipole permittivity", np.mean(eps_col[:2]), 3)
show("across column, formula permittivity", perp_formula, 3)
show("along column, dipole permittivity", eps_col[2], 3)
show("along column, formula permittivity", par_formula, 3)
show("film porosity for spherical pores", 100 * p_sphere, 2, "%")
show("film porosity for columns across field", 100 * p_column, 2, "%")
show("film porosity for pores along field", 100 * p_parallel, 2, "%")
show("columnar-film index along pores", n_along, 3)
show("columnar-film birefringence", n_along - n_film, 3)
show("water index", n_water, 2)
show("water Lorentz-Lorenz ratio", y_water, 5)
show("water-filled porosity, Lorentz-Lorenz", 100 * p_wet_ll, 2, "%")
show("water-filled porosity, spheres", 100 * p_wet_sphere, 2, "%")
show("porosity if film index is 1.89", 100*porosity(1.89, n_dense), 2, "%")
show("porosity if film index is 1.91", 100*porosity(1.91, n_dense), 2, "%")
show("porosity if dense index is 1.99", 100*porosity(n_film, 1.99), 2, "%")
show("porosity if dense index is 2.01", 100*porosity(n_film, 2.01), 2, "%")
show("porosity if film polarizability is 1% higher", 100*p_alpha, 2, "%")
show("wavelength", wavelength_nm, 0, "nm")
show("pore radius", pore_radius_nm, 1, "nm")
show("pore size parameter 2 pi n r / wavelength", size_parameter, 4)
assert 0.065 < p_ll < 0.075
print("every check passed")
```

Running it gives:

```
film index: 1.90 (no unit)
dense index: 2.00 (no unit)
film permittivity: 3.61 (no unit)
dense permittivity: 4.00 (no unit)
film Lorentz-Lorenz ratio: 0.46524 (no unit)
dense Lorentz-Lorenz ratio: 0.50000 (no unit)
relative density: 0.93048 (no unit)
Lorentz-Lorenz porosity: 6.95 %
linear-index porosity: 10.00 %
summed local-field factor: 4.188771 (no unit)
4 pi / 3: 4.188790 (no unit)
index recovered from stretched lattice: 1.90000 (no unit)
random test 1, true empty fraction: 7.03 %
random test 1, inferred fraction: 5.68 %
random test 1, standard error: 0.005 %
random test 2, true empty fraction: 9.77 %
random test 2, inferred fraction: 7.93 %
random test 2, standard error: 0.015 %
random-site porosity for the film: 8.6 %
sphere test, pore fraction: 9.3 %
empty sphere, dipole permittivity: 3.617 (no unit)
empty sphere, formula permittivity: 3.639 (no unit)
wet sphere, dipole permittivity: 3.741 (no unit)
wet sphere, formula permittivity: 3.750 (no unit)
column test, pore fraction: 13.0 %
across column, dipole permittivity: 3.348 (no unit)
across column, formula permittivity: 3.421 (no unit)
along column, dipole permittivity: 3.634 (no unit)
along column, formula permittivity: 3.610 (no unit)
film porosity for spherical pores: 10.08 %
film porosity for columns across field: 8.54 %
film porosity for pores along field: 13.00 %
columnar-film index along pores: 1.935 (no unit)
columnar-film birefringence: 0.035 (no unit)
water index: 1.33 (no unit)
water Lorentz-Lorenz ratio: 0.20401 (no unit)
water-filled porosity, Lorentz-Lorenz: 11.74 %
water-filled porosity, spheres: 14.71 %
porosity if film index is 1.89: 7.68 %
porosity if film index is 1.91: 6.23 %
porosity if dense index is 1.99: 6.32 %
porosity if dense index is 2.01: 7.57 %
porosity if film polarizability is 1% higher: 7.87 %
wavelength: 550 nm
pore radius: 1.0 nm
pore size parameter 2 pi n r / wavelength: 0.0228 (no unit)
every check passed
```
